\section*{How a transverse zero-point energy changes a symmetric barrier's frequency}

\section{Definitions and conventions}

A particle of mass $m$ crosses a barrier along a straight coordinate $s$. One transverse coordinate $q$ has the same mass, and the Hamiltonian is
\begin{equation}
H=\frac{p_s^2+p_q^2}{2m}+V_0(s)+\frac12 m\Omega(s)^2q^2 .
\label{H}
\end{equation}
Primes denote derivatives with respect to $s$. Both $V_0$ and $\Omega$ are even in $s$, so their first derivatives vanish at the saddle $s=0$. We write $\Omega_0=\Omega(0)$, $\Omega''=\Omega''(0)$ and
\begin{equation}
V_0''(0)=-m\omega_b^2,\qquad \omega_b>0 .
\end{equation}
The barrier frequency $\omega_b$ is thus positive although the curvature is negative. The result to be derived, for a transverse mode in its ground state, is
\begin{equation}
\boxed{\;\omega_{\rm eff}^2=\omega_b^2-\frac{\hbar\Omega''}{2m}\;}
\label{main}
\end{equation}
It holds in the adiabatic approximation, and its leading error is found below.

\section{First derivation: an effective potential}

Hold $s$ fixed. The transverse motion is a harmonic oscillator with levels $\hbar\Omega(s)(n+\frac12)$. Let $\varphi(q;s)$ be its real, normalized ground state, and try $\Psi=\chi(s)\varphi(q;s)$. The path derivative acts on both factors:
\begin{equation}
\partial_s^2(\chi\varphi)=\chi''\varphi+2\chi'\varphi'+\chi\varphi'' .
\end{equation}
Project on $\varphi$. Differentiating $\langle\varphi|\varphi\rangle=1$ gives $\langle\varphi|\varphi'\rangle=0$, and differentiating again gives $\langle\varphi|\varphi''\rangle=-\langle\varphi'|\varphi'\rangle$. Hence
\begin{equation}
-\frac{\hbar^2}{2m}\chi''+\Big[V_0+\frac{\hbar\Omega}{2}
+\frac{\hbar^2}{2m}\langle\varphi'|\varphi'\rangle\Big]\chi=E\chi .
\label{proj}
\end{equation}
The trial form leaves out transitions to other transverse states. The adiabatic approximation also drops the last term in the bracket, which leaves
\begin{equation}
V_{\rm ad}(s)=V_0(s)+\tfrac12\hbar\Omega(s).
\end{equation}
At the symmetry point $V_{\rm ad}'(0)=V_0'(0)+\frac12\hbar\Omega'(0)=0$, so the stationary point stays where it was. The second derivative is
\begin{equation}
V_{\rm ad}''(0)=-m\omega_b^2+\tfrac12\hbar\Omega'' .
\end{equation}
Setting this equal to $-m\omega_{\rm eff}^2$ and dividing by $-m$ gives Eq.~\eqref{main}.

The sign has a direct meaning. If the transverse mode is stiffest at the saddle, then $\Omega''<0$: the zero-point energy falls off on both sides and the barrier becomes sharper. If the mode is softest there, the barrier becomes flatter. For $\hbar\Omega''>2m\omega_b^2$ the point $s=0$ is a minimum of $V_{\rm ad}$, and no barrier frequency exists there. Close to equality the quadratic term is small, and quartic terms of $V_{\rm ad}$ control the motion.

For transverse level $n$, replacing $\frac12$ by $n+\frac12$ gives $\omega_n^2=\omega_b^2-(n+\frac12)\hbar\Omega''/m$. Several separable modes add their terms. If the mass changes at fixed potential, $\Omega''\propto m^{-1/2}$ while $m\omega_b^2$ is constant. The relative change $\hbar\Omega''/(2m\omega_b^2)$ therefore scales as $m^{-1/2}$ and vanishes for a heavy particle.

\subsection{The term that was dropped}

Let $\alpha=m\Omega/\hbar$, so that $\varphi=(\alpha/\pi)^{1/4}e^{-\alpha q^2/2}$ and
\begin{equation}
\frac{\partial\varphi}{\partial\alpha}=\Big(\frac1{4\alpha}-\frac{q^2}{2}\Big)\varphi .
\end{equation}
With $\langle q^2\rangle=1/(2\alpha)$ and $\langle q^4\rangle=3/(4\alpha^2)$, the squared norm of this derivative is
\begin{equation}
\frac1{16\alpha^2}-\frac1{8\alpha^2}+\frac3{16\alpha^2}=\frac1{8\alpha^2}.
\end{equation}
Since $\alpha'/\alpha=\Omega'/\Omega$,
\begin{equation}
\langle\varphi'|\varphi'\rangle=\frac18\Big(\frac{\Omega'}{\Omega}\Big)^2,
\qquad
\frac{\hbar^2}{2m}\langle\varphi'|\varphi'\rangle=\frac{\hbar^2\Omega'^2}{16m\Omega^2}.
\end{equation}
Near the saddle $\Omega'\simeq\Omega''s$, so this energy is $\hbar^2\Omega''^2s^2/(16m\Omega_0^2)$. Its second derivative is $\hbar^2\Omega''^2/(8m\Omega_0^2)$, and it changes the squared frequency by
\begin{equation}
-\frac{\hbar^2\Omega''^2}{8m^2\Omega_0^2}.
\label{diag}
\end{equation}
This is only part of the adiabatic error, because transitions to the second excited transverse state enter at the same order in $\Omega''$.

\section{Second derivation: a resonance of the full saddle}

The second route never defines an effective potential. It uses the saddle as a two-dimensional quantum system and reads the frequency from a complex energy. Measure energy from $V_0(0)$ and expand, using $\Omega'(0)=0$:
\begin{equation}
\Omega^2=\Omega_0^2+\Omega_0\Omega''s^2+O(s^4).
\end{equation}
The local Hamiltonian is an inverted oscillator in $s$, an ordinary one in $q$, and the coupling
\begin{equation}
W=\lambda s^2q^2,\qquad \lambda=\tfrac12m\Omega_0\Omega'' .
\end{equation}
Quartic and higher terms in $s$ alone, and the $s^4q^2$ term, are omitted. Quartic and sixth-order terms of $V_0$ shift the resonance frequency at order $\hbar^2$, the order of the correction found below. That shift is already present in the resonance of the one-dimensional curve $V_{\rm ad}$, so it is not an adiabatic error, but it means that the resonance frequency and the curvature frequency differ for an anharmonic barrier.

Outgoing waves on both sides of an inverted parabola behave as $e^{im\omega_bs^2/2\hbar}$. Put $s=e^{i\pi/4}x$. Then $s^2=ix^2$, this wave becomes the normalizable Gaussian $e^{-m\omega_bx^2/2\hbar}$, and
\begin{equation}
\frac{p_s^2}{2m}-\frac{m\omega_b^2s^2}{2}
=-i\Big(\frac{p_x^2}{2m}+\frac{m\omega_b^2x^2}{2}\Big).
\end{equation}
The path energies are therefore $-i\hbar\omega_b(j+\frac12)$. The lowest resonance of the uncoupled saddle is $\frac12\hbar\Omega_0-\frac i2\hbar\omega_b$, which suggests the definition
\begin{equation}
\omega_{\rm res}=-\frac{2}{\hbar}\,{\rm Im}\,E .
\end{equation}

\subsection{First order}

Let $Q=\hbar/(2m\Omega_0)$ and $S=\hbar/(2m\omega_b)$. The oscillator matrix elements are
\begin{equation}
\begin{aligned}
\langle0|q^2|0\rangle&=Q, & \langle2|q^2|0\rangle&=\sqrt2\,Q,\\
\langle0|s^2|0\rangle&=iS, & \langle2|s^2|0\rangle&=i\sqrt2\,S .
\end{aligned}
\end{equation}
The first-order energy is
\begin{equation}
E_1=i\lambda QS=i\,\frac{\hbar^2\Omega''}{8m\omega_b},
\end{equation}
so $\omega_{\rm res}=\omega_b-\hbar\Omega''/(4m\omega_b)$. Squaring and keeping first order gives $\omega_b^2-\hbar\Omega''/(2m)$, which is Eq.~\eqref{main} again.

\subsection{Second order}

The rotated Hamiltonian is complex symmetric, so products of matrix elements are taken without complex conjugation. Let $g=\lambda QS$. Three intermediate states contribute, labelled by (transverse level, path level):
\begin{align}
(0,2):&\quad \frac{-2g^2}{2i\hbar\omega_b}=\frac{ig^2}{\hbar\omega_b},\\
(2,0):&\quad \frac{-2g^2}{-2\hbar\Omega_0}=\frac{g^2}{\hbar\Omega_0},\\
(2,2):&\quad \frac{-4g^2}{-2\hbar\Omega_0+2i\hbar\omega_b}
=\frac{2g^2(\Omega_0+i\omega_b)}{\hbar(\Omega_0^2+\omega_b^2)} .
\end{align}
The second term is real and does not affect $\omega_{\rm res}$. With $g^2=\hbar^4\Omega''^2/(64m^2\omega_b^2)$, the imaginary parts give
\begin{equation}
\begin{aligned}
\omega_{\rm res}={}&\omega_b-\frac{\hbar\Omega''}{4m\omega_b}
-\frac{\hbar^2\Omega''^2}{32m^2\omega_b^3}\\
&-\frac{\hbar^2\Omega''^2}{16m^2\omega_b(\Omega_0^2+\omega_b^2)} .
\end{aligned}
\end{equation}
On squaring, the square of the second term is $+\hbar^2\Omega''^2/(16m^2\omega_b^2)$. Twice $\omega_b$ times the third term is the same quantity with a minus sign, and the two cancel. To second order,
\begin{equation}
\omega_{\rm res}^2=\omega_b^2-\frac{\hbar\Omega''}{2m}
-\frac{\hbar^2\Omega''^2}{8m^2(\Omega_0^2+\omega_b^2)} .
\label{second}
\end{equation}

A direct diagonalization of the rotated saddle tests the last term. For $\Omega_0=3\omega_b$ and $\hbar\Omega''=\pm0.05\,m\omega_b^2$, the deviation from Eq.~\eqref{main}, averaged over the two signs, is 0.994 times the predicted one. For the first excited transverse level and the positive sign, the squared frequency is $0.9249\,\omega_b^2$; the adiabatic value is $0.925\,\omega_b^2$.

\section{What each derivation assumes}

The first derivation needs the transverse state to follow $s$, but it does not need $V_0$ or $\Omega$ to be expanded beyond the second derivative taken at the top. It supplies a whole potential curve, including the barrier height. The second needs a weak coupling and a local expansion, but allows transverse transitions. It therefore supplies the error of the first. When $\Omega_0\gg\omega_b$, the last term of Eq.~\eqref{second} reduces to Eq.~\eqref{diag}: the transverse motion is fast, and the diagonal term suffices at this order. When the frequencies are comparable, the diagonal term alone overestimates the correction.

Both derivations use reflection symmetry. Suppose instead that $\Omega'(0)$ and $V_0'''(0)$ are nonzero. Within the adiabatic approximation, and to first order in $\hbar$, the condition
\begin{equation}
0=V_{\rm ad}'(s_*)\simeq-m\omega_b^2s_*+\tfrac12\hbar\Omega'
\end{equation}
moves the top to $s_*=\hbar\Omega'/(2m\omega_b^2)$. The curvature there contains the extra term $V_0'''s_*$, and hence
\begin{equation}
\omega_{\rm eff}^2\simeq\omega_b^2-\frac{\hbar\Omega''}{2m}
-\frac{V_0'''\hbar\Omega'}{2m^2\omega_b^2}.
\end{equation}
The new term has the same order in $\hbar$ as the one in Eq.~\eqref{main}. Without reflection symmetry the adiabatic approximation itself also fails at this order: in the resonance of the full saddle, the squared frequency contains the further term $-\hbar\Omega'^2\omega_b^2/[2m\Omega_0(4\Omega_0^2+\omega_b^2)]$, which is small when $\Omega_0\gg\omega_b$. As an example, take $m=\omega_b=1$, $\hbar=0.01$, $\Omega'=1$, $\Omega''=1.5$ and $V_0'''=1.2$. The numerical curvature of $V_{\rm ad}$ at its displaced top gives a squared frequency of 0.9864. The formula with the moved top gives 0.9865, and without it 0.9925.

\section{The frequency in a transmission experiment}

To connect the frequency with tunnelling, take an inverted parabola with scaled variables obeying $[x,p]=i$, so that $H=\hbar\omega(p^2-x^2)/2$. Define $u=(p+x)/\sqrt2$ and $w=(p-x)/\sqrt2$. Then $[u,w]=i$ and $H=\hbar\omega(uw+wu)/2$. Classically $u$ grows and $w$ decays, so $w$ labels incoming and $u$ outgoing motion. A wave arriving from the left has $w>0$. At energy $\hbar\omega\epsilon$ it is $w^{-1/2-i\epsilon}$, and in the $u$ representation
\begin{equation}
\int_0^\infty\!dw\,w^{-1/2-i\epsilon}e^{iuw}
=\Gamma(\tfrac12-i\epsilon)(-iu)^{-1/2+i\epsilon}.
\end{equation}
Because $-iu=|u|e^{\mp i\pi/2}$ for $u\gtrless0$, the ratio of transmitted ($u>0$) to reflected ($u<0$) intensity is $e^{2\pi\epsilon}$. With $T+R=1$,
\begin{equation}
T(E)=\frac{1}{1+\exp\{2\pi[V_{\rm ad}(0)-E]/\hbar\omega_{\rm eff}\}} .
\label{T}
\end{equation}
For a parabola the slope of $\ln[T/(1-T)]$ with energy is thus $2\pi/\hbar\omega_{\rm eff}$. For other shapes the slope at the top gives the curvature only approximately: for the finite adiabatic barrier of the example below, with flat leads, it gives 0.0872 eV, whereas the curvature gives 0.0923 eV.

Two-dimensional scattering provides a test without a local expansion. In units $\hbar=m=\omega_b=1$, let $V_0=6f$ with $f={\rm sech}^2(s/\sqrt{12})$. For $\Omega=4+2f$, the slope gives a frequency of 1.0799, against 1.0801 from Eq.~\eqref{main}. For $\Omega=6-2f$, the values are 0.9124 and 0.9129. Both signs of $\Omega''$ therefore act as predicted. The close agreement owes something to the shape: for a one-dimensional ${\rm sech}^2$ barrier of this size, the slope at the top gives the curvature almost exactly.

For a thermal distribution at temperature $T_{\!b}$, let $\beta=1/kT_{\!b}$ and $v=\beta\hbar\omega_{\rm eff}$. The transmission factor relative to classical passage over the same barrier is
\begin{equation}
\kappa=\beta\!\int_{-\infty}^{\infty}\!\frac{e^{-\beta y}\,dy}{1+e^{-2\pi y/\hbar\omega_{\rm eff}}}
=\frac{v/2}{\sin(v/2)},
\end{equation}
where $y$ is the energy above the top. The substitution $z=e^{-2\pi y/\hbar\omega_{\rm eff}}$ turns the integral into $(v/2\pi)\int_0^\infty z^{v/2\pi-1}(1+z)^{-1}dz$, and the remaining integral is $\pi/\sin(v/2)$. It converges for $v<2\pi$. The parabola consequently has a crossover temperature $\hbar\omega_{\rm eff}/(2\pi k)$, below which its unlimited depth makes the factor meaningless.

\section{Example: a proton hop in the regime of niobium}

Hydrogen in bcc niobium occupies tetrahedral sites. Neighbouring sites are $a_{\rm lat}/(2\sqrt2)$ apart, and a mirror plane of the crystal lies midway between them. That plane is the reason for taking $V_0$ and $\Omega$ even. With a rough lattice parameter of 0.33 nm, half the hop is $a=0.33/(4\sqrt2)=0.0583$ nm. The energies are rough model inputs: a barrier $V_b=0.15$ eV, and a transverse quantum of 0.16 eV in the well and 0.20 eV at the saddle. The profiles are
\begin{equation}
\begin{aligned}
V_0&=V_b(1-s^2/a^2)^2,\\
\hbar\Omega&=0.16\,{\rm eV}+\Delta\cos^2(\pi s/2a),\quad \Delta=0.04\,{\rm eV}.
\end{aligned}
\end{equation}
Expansion at $s=0$ gives $V_0''=-4V_b/a^2$ and $\hbar\Omega''=-\pi^2\Delta/(2a^2)=-58.0$ eV/nm$^2$. For a proton $\hbar^2/m=4.15\times10^{-5}$ eV nm$^2$, so
\begin{align}
(\hbar\omega_b)^2&=\frac{\hbar^2}{m}\frac{4V_b}{a^2}=0.00732\ {\rm eV}^2,\\
-\frac{\hbar^2}{m}\frac{\hbar\Omega''}{2}&=0.00120\ {\rm eV}^2 .
\end{align}
The sum is 0.00852 eV$^2$. The barrier quantum rises from 0.0855 to 0.0923 eV, or by 7.9\%. The resonance of the local saddle, truncated at the $s^2q^2$ term, gives 0.0922 eV, so the adiabatic error is about 0.1\% of the frequency. Keeping the $s^4$ and $s^4q^2$ terms of the profiles moves the resonance to 0.0929 eV, both in two dimensions and on the adiabatic curve. This shift of about 0.6\% comes from the anharmonic barrier shape and is larger than the adiabatic error.

The same zero-point energy raises the barrier from 0.15 to 0.17 eV. At 300 K, where $kT_{\!b}=0.0259$ eV, this multiplies the Boltzmann factor by 0.46. The sharper top raises $\kappa$ from 1.66 to 1.83, a factor of 1.10. In this example the height matters more than the curvature, and keeping the curvature change alone would predict the wrong direction for the combined effect. The crossover temperature moves from 158 to 170 K.

The finite barrier can be treated by replacing each well with a flat lead. The adiabatic one-dimensional factor is then 1.797 and the coupled two-dimensional one 1.795. Against this model the parabola is about 2\% too high at this temperature, and transverse transitions hardly matter. The flat leads also admit energies below the lowest level of the well. These supply about 1.5\% of the factor, so a difference of this size depends on the choice of leads. An excited transverse state at the saddle has a relative weight of $4\times10^{-4}$.

\subsection{What the model leaves out in the real crystal}

A second transverse mode with the same profile would raise the barrier quantum to 0.0986 eV. Motion along $s$ in the well is also quantum mechanical. Its adiabatic quantum is $\hbar\omega_w=0.126$ eV, and with $v_w=\hbar\omega_w/kT_{\!b}$ the classical partition function $1/v_w$ must be replaced by $1/[2\sinh(v_w/2)]$. Division by the smaller quantum value multiplies the rate by $2\sinh(v_w/2)/v_w=2.3$. This harmonic estimate is somewhat high, because the quantum is not small compared with the barrier. The levels of the full adiabatic double well, compared with the classical partition function of the same potential, give about 2.1, still more than the tunnelling factor itself.

The real path may bend. A term $cs^2q/2$ bends the steepest-descent path into $q=bs^2$, where
\begin{equation}
2bs=\frac{(m\Omega_0^2b+c/2)s^2}{-m\omega_b^2s}
\;\Rightarrow\;
2b=-\frac{c}{m(\Omega_0^2+2\omega_b^2)} .
\end{equation}
In the rotated saddle this term excites one transverse quantum, with $\langle1|q|0\rangle^2=Q$. Its second-order energy is
\begin{equation}
-\frac{c^2QS^2}{4\hbar}\Big[\frac1{-\Omega_0}+\frac2{-\Omega_0+2i\omega_b}\Big],
\end{equation}
and taking $-2/\hbar$ times its imaginary part gives
\begin{equation}
\delta\omega=-\frac{\hbar c^2}{4m^3\Omega_0\omega_b(\Omega_0^2+4\omega_b^2)} .
\end{equation}
An arc about the octahedral site has radius $a_{\rm lat}/4=0.0825$ nm, and the formula gives $-0.004$ eV. The coupling is then too strong for second-order perturbation theory: diagonalizing the same rotated saddle, with $\Omega''$ left out as in the formula, gives only $-0.001$ eV. With the $\Omega''$ of the example included, the bend shifts the frequency by $-0.003$ eV. The radius is also comparable with half the hop, so the local expansion itself is doubtful and none of these numbers is a prediction.

The niobium lattice also relaxes around the proton and cannot follow a fast crossing. Let $X$ be a host coordinate scaled to mass $m$, with frequency $\nu$, and let the potential divided by $m$ be $-\frac12\omega_{\rm eff}^2s^2+\frac12(\nu X-\sqrt\eta\,s)^2$. For growth as $e^{\Lambda t}$, the host equation gives $X=\nu\sqrt\eta\,s/(\Lambda^2+\nu^2)$. Substitution into the proton equation yields
\begin{equation}
\Lambda^2\Big(1+\frac{\eta}{\Lambda^2+\nu^2}\Big)=\omega_{\rm eff}^2 .
\end{equation}
With an assumed host quantum of 0.02 eV and reorganization energy $\frac12m\eta a^2=0.05$ eV, $\hbar\Lambda=0.0858$ eV. For these assumed values the delay lowers the frequency by 7\%, about as much as the zero-point energy raises it; the near cancellation is an accident of the inputs. A host held rigid in its saddle position would give 0.0854 eV, close to the delayed value. The serious assumption here is thus a lattice that relaxes at once, and Eq.~\eqref{main} describes one contribution to the barrier frequency rather than a predicted diffusion rate. The inputs and the main results are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
DIMENSIONLESS TESTS
Second-order residual, numerical/formula: 0.99421
Excited-mode squared frequency: 0.92491
Non-symmetric case: numerical squared frequency: 0.98644
Non-symmetric case: formula with moved top: 0.9865
Non-symmetric case: formula without moved top: 0.9925
Scattering, Omega''=-0.3333: frequency 1.07992, formula 1.08012, T(top) 0.5151
Scattering, Omega''=0.3333: frequency 0.91237, formula 0.91287, T(top) 0.5179
EXAMPLE: ROUGH INPUTS
Lattice parameter: 0.33 nm
Half hop length a: 0.058336 nm
Bare barrier height: 0.15 eV
Transverse quantum in well: 0.16 eV
Transverse quantum at saddle: 0.2 eV
Temperature: 300 K
Thermal energy kT: 0.025852 eV
hbar^2/m for proton: 4.15e-05 eV nm^2
EXAMPLE: BARRIER FREQUENCY
hbar Omega''(0): -58.003 eV/nm^2
(hbar omega_b)^2: 0.0073167 eV^2
Added term -hbar^3 Omega''/(2m): 0.0012036 eV^2
Bare hbar omega_b: 0.085538 eV
Adiabatic hbar omega_eff: 0.092305 eV
Relative frequency change: 7.91 %
Frequency from transverse slices: 0.092305 eV
Frequency from full local saddle: 0.092201 eV
Shift on enlarging resonance basis: -8.6e-14 eV
Frequency with nonadiabatic correction: 0.092222 eV
EXAMPLE: TUNNELLING AND HEIGHT
Adiabatic barrier height: 0.17 eV
Boltzmann factor from height change: 0.46133
Parabolic thermal factor, bare frequency: 1.6602
Parabolic thermal factor, effective frequency: 1.8271
Crossover temperature, bare: 158 K
Crossover temperature, effective: 170.5 K
Finite-barrier factor, adiabatic 1D: 1.797
Finite-barrier factor, coupled 2D: 1.7954
Shift of 2D factor on refining mesh: -7.3e-06
EXAMPLE: OTHER NEGLECTED EFFECTS
Excited/ground transverse weight at saddle: 0.000437
Barrier frequency with mode excited once: 0.10453 eV
Barrier frequency with two equal modes: 0.09861 eV
Path-arc radius assumed: 0.0825 nm
Second-order frequency shift from path arc: -0.00384 eV
Adiabatic well quantum along path: 0.12585 eV
Rate factor from quantum well motion: 2.325
Host reorganization energy assumed: 0.05 eV
Host phonon quantum assumed: 0.02 eV
Barrier frequency with delayed host: 0.085812 eV
\end{verbatim}
